# Finite Two-Band Tunnelling Action at a Screened Channel Edge

When the current of a tunnelling transistor is computed energy by energy, one must decide how to treat electrons that enter just above the conduction edge of the channel. Their tunnelling length grows without limit as the edge is approached. A program that multiplies this length by a typical decay constant removes these electrons, and so does one that discards every path longer than a chosen cutoff. Integrating the local decay constant gives a different answer: for exponentially screened bands the action stays finite. In a long channel the transmission still vanishes at the edge, but through a threshold factor and not through a divergent exponent.

Take an n-channel device with a p-type source at \(x<0\) and the channel at \(x>0\). All band energies are electron energies, and the algebra uses atomic units, so \(\hbar=1\). In a thin gated body with negligible mobile charge, the midgap energy \(U(x)\) is taken to obey the screening equation

\[
U''=\frac{U-U_\infty}{\lambda^2},
\]

where \(\lambda\) is the screening length set by body and gate stack. Its general solution is \(U-U_\infty=Ae^{-x/\lambda}+Be^{x/\lambda}\). In a long channel the solution must remain bounded, so \(B=0\). Let \(\Phi=A\) be the total bending, and measure energy from the valence edge deep in the channel. For a gap \(G\),

\[
E_v(x)=\Phi e^{-x/\lambda},\qquad E_c(x)=E_v(x)+G,\qquad U(x)=E_v(x)+\frac G2 .
\]

The source bands are flat, with valence edge \(\Phi\). An electron of energy \(E=G+\varepsilon\) lies \(\varepsilon\) above the conduction edge deep in the channel. It can pass from the source valence band to the channel conduction band if \(0<\varepsilon<\Phi-G\).

The decay constant follows from the symmetric two-band Hamiltonian

\[
H=v(p\,\sigma_z+q\,\sigma_y)+\frac{G_b}{2}\sigma_x+U(x),
\]

where \(v\) is the interband velocity, \(G_b\) the bulk gap, \(p\) the momentum along \(x\) and \(q\) a transverse momentum. Since \(U\) depends on \(x\) alone, \(q\) is conserved. The three Pauli matrices anticommute, so at locally constant \(U\) the cross terms in \((H-U)^2\) cancel:

\[
(E-U)^2=v^2p^2+\frac{G^2}{4},\qquad G=\sqrt{G_b^2+4v^2q^2}.
\]

Thus \(G\) is the gap of the chosen transverse mode. Expanding the upper branch at small \(p\) gives \(E-U\simeq G/2+v^2p^2/G\). Comparison with \(p^2/2m\) gives the edge mass \(m=G/(2v^2)\), the same for both bands.

In the gap, \(p=i\kappa\). Let \(w=E_c-E\) be the depth below the local conduction edge. Then \(E-U=G/2-w\), and

\[
v^2\kappa^2=\frac{G^2}{4}-\left(\frac G2-w\right)^2=w(G-w),
\qquad
\kappa=\frac{\sqrt{w(G-w)}}{v}.
\]

The decay constant vanishes at both band edges and reaches \(G/(2v)\) at midgap.

The electron leaves the valence band where \(E_v(x_1)=G+\varepsilon\) and enters the conduction band where \(E_c(x_2)=G+\varepsilon\), that is, where \(\Phi e^{-x_2/\lambda}=\varepsilon\). Hence

\[
x_1=\lambda\ln\frac{\Phi}{G+\varepsilon},\qquad
x_2=\lambda\ln\frac{\Phi}{\varepsilon},
\]

\[
L=x_2-x_1=\lambda\ln\left(1+\frac G\varepsilon\right).
\]

As \(\varepsilon\to0^+\), \(x_1\) stays finite while \(x_2\), and with it \(L\), diverges logarithmically.

The WKB action is \(S=\int_{x_1}^{x_2}\kappa\,dx\), and the corresponding transmission factor is \(e^{-2S}\). Along the path \(w=\Phi e^{-x/\lambda}-\varepsilon\), which falls from \(G\) at \(x_1\) to zero at \(x_2\). Differentiation gives \(dw=-(w+\varepsilon)\,dx/\lambda\). Reversing the limits absorbs the minus sign:

\[
S=\frac{\lambda}{v}I,\qquad
I=\int_0^G\frac{\sqrt{w(G-w)}}{w+\varepsilon}\,dw .
\]

To evaluate \(I\), write the integrand as \(w(G-w)/(w+\varepsilon)\) divided by \(\sqrt{w(G-w)}\), and divide the polynomials:

\[
\frac{w(G-w)}{w+\varepsilon}
=G+\varepsilon-w-\frac{\varepsilon(G+\varepsilon)}{w+\varepsilon}.
\]

With \(w=G\sin^2\theta\), one has \(dw/\sqrt{w(G-w)}=2\,d\theta\) for \(0<\theta<\pi/2\). The first two integrals are therefore

\[
\int_0^G\frac{dw}{\sqrt{w(G-w)}}=\pi,\qquad
\int_0^G\frac{w\,dw}{\sqrt{w(G-w)}}=\frac{\pi G}{2}.
\]

In the third, set \(t=\tan\theta\), so that \(\sin^2\theta=t^2/(1+t^2)\) and \(d\theta=dt/(1+t^2)\):

\[
\int_0^{\pi/2}\frac{2\,d\theta}{\varepsilon+G\sin^2\theta}
=\int_0^\infty\frac{2\,dt}{\varepsilon+(G+\varepsilon)t^2}
=\frac{\pi}{\sqrt{\varepsilon(G+\varepsilon)}} .
\]

Collecting the three terms,

\[
I=\pi\left[\frac G2+\varepsilon-\sqrt{\varepsilon(G+\varepsilon)}\right]
=\frac\pi2\left(\sqrt{G+\varepsilon}-\sqrt\varepsilon\right)^2,
\]

and so

\[
S=\frac{\pi\lambda}{2v}\left(\sqrt{G+\varepsilon}-\sqrt\varepsilon\right)^2 .
\]

At the edge this tends to

\[
S_0=\frac{\pi\lambda G}{2v}=\frac\pi2\lambda\sqrt{2mG},
\]

where \(G/v=\sqrt{2mG}\) follows from the edge mass. The limit does not contain \(\Phi\): at fixed \(\lambda\), a larger bending moves the tunnelling path along the exponential without changing its shape.

The action can also be written in terms of the length. Since \((\sqrt{G+\varepsilon}-\sqrt\varepsilon)(\sqrt{G+\varepsilon}+\sqrt\varepsilon)=G\), and \(\sqrt{(G+\varepsilon)/\varepsilon}=e^{L/2\lambda}\),

\[
\frac{S}{S_0}
=\frac{\sqrt{G+\varepsilon}-\sqrt\varepsilon}{\sqrt{G+\varepsilon}+\sqrt\varepsilon}
=\frac{e^{L/2\lambda}-1}{e^{L/2\lambda}+1}
=\tanh\frac{L}{4\lambda}.
\]

An infinite length thus corresponds to a saturated action. To see where the saturation comes from, put \(\varepsilon=0\) and let \(y=x-x_1\). Then \(w=Ge^{-y/\lambda}\) and

\[
\kappa=\frac Gv e^{-y/2\lambda}\sqrt{1-e^{-y/\lambda}} .
\]

The added path lies where the electron is ever closer to the conduction edge and its decay constant falls exponentially. For \(y\gg\lambda\), the action still to come is \((2\lambda G/v)e^{-y/2\lambda}\), a fraction \((4/\pi)e^{-y/2\lambda}\) of \(S_0\). Replacing \(\kappa\) by its midgap value gives \(GL/(2v)\), which diverges with \(L\).

The argument requires \(\kappa\) to vanish at the channel edge of the mode that carries the electron. If \(E\) lies a finite energy \(\delta\) below the edge of a mode with gap \(G\), then \(\kappa\) tends to \(\sqrt{\delta(G-\delta)}/v\) in the deep channel and the action diverges. That mode has no propagating channel state at this energy. For each transverse mode, \(\varepsilon\) must therefore be counted from that mode's own edge.

Close to the edge, expanding the square gives

\[
S=S_0\left[1-2\sqrt{\frac{\varepsilon}{G}}+O\!\left(\frac{\varepsilon}{G}\right)\right].
\]

The limit is finite, but the slope with energy is infinite, so an energy grid can resolve the action poorly there. In the opposite limit \(\varepsilon\gg G\), which needs \(\Phi\gg G\), the difference of roots tends to \(G/(2\sqrt\varepsilon)\) and \(S\to\pi\lambda G^2/(8v\varepsilon)\). The band slope at the midgap crossing, where \(\Phi e^{-x/\lambda}=\varepsilon+G/2\), is \(F=(\varepsilon+G/2)/\lambda\). To leading order this is the uniform-field action

\[
S_F=\frac{\pi G^2}{8vF}.
\]

If this formula is used at the edge with the local slope \(F=G/(2\lambda)\), it gives \(\pi\lambda G/(4v)=S_0/2\). It is finite, but half the correct exponent is missing.

A finite exponent does not settle the transmission itself. WKB needs \(|d(1/\kappa)/dx|\ll1\). In the tail at \(\varepsilon=0\), \(1/\kappa\) grows as \(e^{x/2\lambda}\), so this derivative is \(1/(2\lambda\kappa)\) and eventually exceeds one. The two-band wave equation can be solved without this approximation if the exponential is continued to \(x\to-\infty\). A rotation about \(\sigma_z\) combines the \(q\) and \(G_b\) terms into \((G/2)\sigma_x\). Define

\[
s=\frac{\lambda\Phi}{v}e^{-x/\lambda},\quad
N=\frac\lambda v\left(\varepsilon+\frac G2\right),\quad
K=\frac\lambda v\sqrt{\varepsilon(G+\varepsilon)},\quad
M=\frac{\lambda G}{2v},
\]

so that \(N^2=K^2+M^2\). Since \(p=-i\,d/dx=(is/\lambda)\,d/ds\), the components \(a,b\) of the wave function obey

\[
isa'+Mb=(N-s)a,\qquad -isb'+Ma=(N-s)b ,
\]

with primes now denoting \(d/ds\). Deep in the channel \(s\to0\), and an outgoing wave \(e^{iKx/\lambda}\) is proportional to \(s^{-iK}\). Put \(a=s^{-iK}e^{is}f\) and \(b=s^{-iK}e^{is}g\). The two equations become

\[
Mg=(N-K)f-isf',\qquad
isg'=Mf-(N+K-2s)g .
\]

Multiply the second by \(M\), insert the first, and use \(M^2=(N-K)(N+K)\). After division by \(s\),

\[
sf''+(1-2iK+2is)f'-2(N-K)f=0 .
\]

With \(z=-2is\) this is Kummer's equation,

\[
z f_{zz}+(\beta-z)f_z-\alpha f=0,\qquad
\alpha=i(N-K),\quad \beta=1-2iK .
\]

The outgoing solution is \(f={}_1F_1(\alpha;\beta;z)\), with \(f=1\) at \(s=0\).

The velocity operator is \(v\sigma_z\), so the conserved current is \(v(|a|^2-|b|^2)\). At \(s\to0\), \(|a|=1\) and \(|b|=(N-K)/M\), giving the transmitted current

\[
\frac{J}{v}=1-\frac{(N-K)^2}{M^2}=1-\frac{N-K}{N+K}=\frac{2K}{N+K}.
\]

At \(s\to\infty\) the coupling \(M\) is negligible beside \(s\), and \(a\) alone carries the incoming, right-moving current. The standard large-argument form of Kummer's function has the leading term \(f\to\Gamma(\beta)(-z)^{-\alpha}/\Gamma(\beta-\alpha)\); the other term falls as \(1/s\). Here \(-z=2se^{i\pi/2}\), so \(|(-z)^{-\alpha}|=e^{\pi(N-K)/2}\), and \(\beta-\alpha=1-i(N+K)\). Using \(|\Gamma(1+iy)|^2=\pi y/\sinh\pi y\),

\[
|a|^2\to e^{\pi(N-K)}
\frac{2K}{\sinh2\pi K}\,
\frac{\sinh\pi(N+K)}{N+K}.
\]

Dividing the transmitted by the incoming current gives

\[
T=e^{-\pi(N-K)}\frac{\sinh2\pi K}{\sinh\pi(N+K)}
=e^{-2S}\frac{1-e^{-4\pi K}}{1-e^{-2\pi(N+K)}} .
\]

The second form follows by extracting the growing exponentials and noting that \(S=\pi(N-K)\). The WKB exponent is therefore correct, while the numerator supplies a threshold zero. For small \(\varepsilon\), \(K\simeq\lambda\sqrt{\varepsilon G}/v\), so \(T\propto\sqrt\varepsilon\).

A flat source keeps this power law. As \(K\to0\) at fixed \(\Phi>G\), the outgoing solution tends to a nonzero wave function with no current. Its incoming and reflected amplitudes in the source are then equal in magnitude, and they cannot both vanish. The incoming current stays finite while the transmitted one falls as \(K\). Only the coefficient changes.

For numbers, consider a thin-body transistor with rough InAs-like parameters: bulk gap 0.36 eV, bulk edge mass \(0.023\,m_0\), body thickness 10 nm, \(\lambda=5\) nm and \(\Phi=0.80\) eV. In these units \(v\) stands for \(\hbar v\), and the bulk relation \(v=\sqrt{G_b/2m_b}\) gives 0.7722 eV nm. The lowest confined mode is estimated by \(q=\pi/(10\ \mathrm{nm})=0.3142\ \mathrm{nm}^{-1}\), so

\[
G=\sqrt{0.36^2+4(0.7722\times0.3142)^2}\ \mathrm{eV}=0.604\ \mathrm{eV}.
\]

At fixed \(v\) the mass rises in proportion to the gap, to \(0.0386\,m_0\). The edge action, in units of \(\hbar\), is

\[
S_0=\frac{\pi\times5\times0.6042}{2\times0.7722}=6.145,
\qquad e^{-2S_0}=4.6\times10^{-6}.
\]

The formulas give the following values as the edge is approached.

| \(\varepsilon\) (meV) | \(L\) (nm) | \(S/\hbar\) | \(e^{-2S}\) | \(T\) |
|---:|---:|---:|---:|---:|
| 100 | 9.8 | 2.78 | \(3.8\times10^{-3}\) | \(3.8\times10^{-3}\) |
| 10 | 20.6 | 4.75 | \(7.4\times10^{-5}\) | \(7.4\times10^{-5}\) |
| 1 | 32.0 | 5.66 | \(1.2\times10^{-5}\) | \(1.0\times10^{-5}\) |
| 0.1 | 43.5 | 5.99 | \(6.3\times10^{-6}\) | \(2.9\times10^{-6}\) |
| \(10^{-5}\) | 89.6 | 6.14 | \(4.6\times10^{-6}\) | \(2.9\times10^{-8}\) |

Between the last two rows the length doubles and the action grows by less than 3%. The midgap estimate \(GL/(2v)\) rises from 17.0 to 35.0 over the same interval. Quadrature of \(\kappa\) at the edge places 54% of \(S_0\) within \(2\lambda\) of \(x_1\), and 98% within \(8\lambda\). The threshold factor becomes important near \(4\pi K=1\), or \(\varepsilon\simeq(v/4\pi\lambda)^2/G=0.25\) meV. At 10 meV it is negligible at the precision of the table.

Set beside a real InAs device, the model omits several effects of unequal size. With source doping \(5\times10^{19}\ \mathrm{cm^{-3}}\) and relative permittivity 15, the source is not flat. For a fully depleted source layer of acceptor density \(N_A\) and permittivity \(\epsilon_s\), continuity of the field divides the bending as \(\Phi_c+\epsilon_s\Phi_c^2/(2e^2N_A\lambda^2)=\Phi\), which leaves \(\Phi_c=0.657\) eV in the channel and 0.143 eV in the source. Full depletion overstates the source charge here, because the hole Fermi depth, about 0.12 eV, is close to the drop itself. Including the remaining holes, with a bulk mass of \(0.40\,m_0\), lowers \(\Phi_c\) to about 0.62 eV. This still exceeds \(G\), though narrowly, so the edge action is unchanged. For \(\varepsilon\) above roughly 0.01 to 0.02 eV the path begins in the source and the formula for \(S\) is no longer exact, but at 100 meV the action changes by only about 1%; the change grows to 5 to 6% at 150 meV and about 14% at 180 meV. A 30 nm channel leaves 2.0 meV of residual bending at its end. If the drain simply ends the barrier there, an action of \(0.45\,\hbar\), about 7% of the edge action, is lost and the WKB factor rises about 2.5 times. This abrupt ending understates the effect, because in a finite channel \(B\neq0\) and the drain bends the bands into the channel over a length \(\lambda\). Solving the screening equation with the drain bands 0.1 eV lower at 30 nm removes about 23% of the edge action and raises the WKB factor about 17 times; with the drain 0.3 eV lower the figures are about 30% and 40 times. The dispersion matters about as much: a one-band law \(\kappa=\sqrt{2mw}\) also gives a finite action, \(2\lambda\sqrt{2mG}=7.82\), but a WKB factor 29 times smaller.

The abrupt junction of a flat source has a milder effect: numerical integration of the wave equation, matched to source plane waves at \(x=0\), gives 1.3 times the tabulated formula's transmission at 50 meV. The ratio is 1.2 at the channel edge, but it falls to about 0.5 at 190 meV, near the top of the energy window, where the electron enters close to the source valence edge. Heavy holes are absent from the two-band model. With a rough mass of \(0.40\,m_0\), their confined edge lies 0.11 eV above the light-hole edge, so they see a smaller gap, and the model gives no coupling for them. Phonons, band tails, higher electrostatic modes and the true confinement boundary conditions are also left out. Thermal energy at 300 K is 26 meV, about a hundred times the scale of the threshold zero, so thermally assisted paths could hide that zero in a measured current. A finite channel can remove it even without them: if the 30 nm channel ends abruptly in a drain whose bands lie 0.1 eV lower, the wave equation with a flat source gives \(T\simeq1.1\times10^{-5}\) as \(\varepsilon\to0\), and about \(7\times10^{-5}\) if the drain bending is screened into the channel. For the exponential profile in a long channel, the finite action already sets the transmission at energies of several meV, where \(T\) and the WKB factor agree within a few per cent. The contacts still change the prefactor: with a flat source the wave equation gives about 1.2 times the WKB factor at 5 to 10 meV, and with the abrupt drain at 30 nm as well, only about 0.4 to 0.5 times. The latter value belongs to the abrupt step and varies with energy, reaching 1.4 at 30 meV. With the same drain screened into the channel, \(T\) at 5 to 10 meV is instead 2 to 3 times the long-channel WKB factor.
